# Diffusive density response, the Einstein relation and Maxwell relaxation

For electrons in a disordered conductor, at long wavelengths and low frequencies, the density response to the total potential energy \(U\) is

\[
\delta n=-\Pi U,\qquad \Pi(q,\omega)=\frac{NDq^2}{Dq^2-i\omega},\qquad \sigma=e^2ND .
\]

With the Coulomb field of the electrons included, the response to an external potential energy is

\[
\delta n=-\frac{NDq^2}{Dq^2+\sigma/\varepsilon-i\omega}\,U_{\rm ext},
\]

so the pole moves from \(\omega=-iDq^2\) to \(\omega=-i(Dq^2+\sigma/\varepsilon)\). As \(q\to0\) it tends to the Maxwell relaxation rate \(\sigma/\varepsilon\). The shifted pole, at finite \(q\) as well as in this limit, requires \(\sigma\tau/\varepsilon\ll1\), where \(\tau\) is the scattering time. It refers to a bulk three-dimensional conductor. In a two-dimensional sheet the Coulomb interaction is \(e^2/(2\varepsilon q)\), the rate is \(Dq^2+\sigma_s q/(2\varepsilon)\) with \(\sigma_s\) the sheet conductivity, and it vanishes linearly as \(q\to0\).

Fields vary as \(e^{iqx-i\omega t}\), so a pole at \(\omega=-i\Gamma\) means decay as \(e^{-\Gamma t}\). The electron charge is \(-e\) with \(e>0\), and \(U=-e\phi\). \(N=\partial n/\partial\mu\) is taken at fixed temperature with both spins included, and for degenerate electrons it equals the density of states per volume at the Fermi level; \(D\) is the diffusion constant, \(\sigma\) the conductivity, and \(\varepsilon=\varepsilon_0\varepsilon_b\) the permittivity of the background.

## First derivation: conservation and local equilibrium

Suppose that scattering keeps the electrons in local equilibrium at fixed temperature. A density change then corresponds to a shift of the local chemical potential,

\[
\delta n=N\,\delta\mu .
\]

In full equilibrium \(\delta\mu+U\) is uniform and no current flows, even if \(\delta\mu\) and \(U\) vary separately. To lowest order in gradients, the particle current in an isotropic medium is therefore

\[
J=-L\,\nabla(\delta\mu+U)=-\frac{L}{N}\nabla\delta n-L\nabla U ,
\]

with a single coefficient \(L\). The first term is Fick's law, so \(D=L/N\). For the second, \(\nabla U=-e\nabla\phi=eE\), so the field drives \(J=-eLE\) and the electric current \(j=-eJ=e^2LE\). Hence \(\sigma=e^2L\), and eliminating \(L\) gives the Einstein relation

\[
\sigma=e^2ND .
\]

Diffusion and drift share one coefficient because they must cancel in equilibrium.

Particle conservation, \(\partial_t\delta n+\nabla\cdot J=0\), becomes \(-i\omega\,\delta n+iqJ=0\). With \(J=-iqL(\delta n/N+U)\) and \(L=ND\),

\[
-i\omega\,\delta n+Dq^2\,\delta n+NDq^2U=0
\quad\Longrightarrow\quad
\delta n=-\frac{NDq^2}{Dq^2-i\omega}\,U .
\]

Nothing here required degeneracy. For a classical gas \(n\propto e^{\mu/k_BT}\), so \(N=n/k_BT\), and the mobility is \(\sigma/(en)=eD/k_BT\), the classical form of the Einstein relation.

## Second derivation: the kinetic equation

Now take degenerate electrons in an isotropic parabolic band, with Fermi speed \(v\), scattered elastically and isotropically by impurities. Let \(c\) be the cosine of the angle between velocity and \(q\), and let \(\langle\dots\rangle\) be the average over directions. Write

\[
f=f_0(E)+\left(-\frac{\partial f_0}{\partial E}\right)\psi(c),\qquad \delta n=N\langle\psi\rangle .
\]

The second relation holds because \(-\partial f_0/\partial E\) restricts the momentum sum to the Fermi surface, where it counts \(N\) states per energy.

The force is \(-iqU\), and the component of \(\partial f_0/\partial\mathbf p\) along \(q\) is \(vc\,\partial f_0/\partial E\). The force term in the Boltzmann equation is thus \(iqvcU(-\partial f_0/\partial E)\). Dividing out the common factor gives

\[
(-i\omega+iqvc)\psi+iqvcU=-\frac{\psi-\langle\psi\rangle}{\tau}.
\]

The right side averages to zero: collisions change directions but conserve particles.

Multiply by \(\tau\) and define \(x=qv\tau=ql\), with \(l\) the mean free path, and \(z=1-i\omega\tau\):

\[
(z+ixc)\psi=\langle\psi\rangle-ixcU .
\]

Divide by \(z+ixc\) and average. The part of the first integrand odd in \(c\) cancels, so

\[
I\equiv\left\langle\frac1{z+ixc}\right\rangle
=\int_0^1\frac{z\,dc}{z^2+x^2c^2}=\frac{\arctan(x/z)}{x},
\]

\[
\left\langle\frac{ixc}{z+ixc}\right\rangle
=\left\langle1-\frac{z}{z+ixc}\right\rangle=1-zI .
\]

Therefore \(\langle\psi\rangle(1-I)=-(1-zI)U\), and

\[
\Pi=N\,\frac{1-zI}{1-I}.
\]

For \(x\ll1\), \(\arctan y=y-y^3/3+\dots\) gives \(I=1/z-x^2/(3z^3)+\dots\), and hence

\[
1-zI\simeq\frac{x^2}{3z^2},\qquad
1-I\simeq\frac{z-1}{z}+\frac{x^2}{3z^3}
=-\frac{i\omega\tau}{z}+\frac{x^2}{3z^3}.
\]

If also \(\omega\tau\ll1\), set \(z\to1\) in the denominators. With \(D=v^2\tau/3\) one has \(x^2/3=\tau Dq^2\), and

\[
\Pi\simeq N\,\frac{\tau Dq^2}{\tau(Dq^2-i\omega)}=\frac{NDq^2}{Dq^2-i\omega}.
\]

The denominator is small because collisions conserve particles: the 1 in \(1-I\) cancels against the leading part of \(I\), leaving only slow rates.

The unexpanded response shows how good this is. Its pole satisfies \(I=1\), or \(x/z=\tan x\). With \(\omega=-iG\) and \(z=1-G\tau\),

\[
G=\frac{1-x\cot x}{\tau}=Dq^2\left(1+\frac{x^2}{15}+\dots\right),\qquad 0<x<\frac{\pi}{2}.
\]

### Conductivity and the order of limits

Averaging the kinetic equation gives continuity, so \(J=\omega\,\delta n/q\) and \(j=-eJ=e\omega\Pi U/q\). Since \(E=-iq\phi\), we have \(\phi=iE/q\) and \(U=-ieE/q\). Thus

\[
\sigma(q,\omega)=\frac jE=-\frac{i\omega e^2}{q^2}\Pi
=e^2ND\,\frac{-i\omega}{Dq^2-i\omega}.
\]

Taking \(q\to0\) first gives \(\sigma=e^2ND\). Taking \(\omega\to0\) first gives zero: in a static potential the density rearranges, \(\Pi\to N\), until diffusion cancels drift. In the opposite order \(\Pi\to0\), because a uniform potential cannot change the number of particles.

If \(\omega\tau\) is kept while \(q\to0\), then \(1-I\to-i\omega\tau/z\), and

\[
\Pi\to N\,\frac{\tau Dq^2}{z^2}\,\frac{z}{-i\omega\tau}
=\frac{NDq^2}{-i\omega(1-i\omega\tau)},\qquad
\sigma(0,\omega)=\frac{e^2ND}{1-i\omega\tau}.
\]

This is the Drude conductivity. Indeed \(n\propto E_F^{3/2}\) gives \(N=3n/(2E_F)=3n/(mv^2)\), so that \(e^2ND=ne^2\tau/m\).

## Coulomb interaction

Both derivations give the response to the total potential. In the self-consistent field approximation this includes the potential made by \(\delta n\) itself. Poisson's equation, \(\varepsilon q^2\phi_{\rm ind}=-e\,\delta n\), gives

\[
U_{\rm ind}=-e\phi_{\rm ind}=v_q\,\delta n,\qquad v_q=\frac{e^2}{\varepsilon q^2}.
\]

Insert \(U=U_{\rm ext}+v_q\delta n\) into \(\delta n=-\Pi U\):

\[
\delta n=-\frac{\Pi}{1+v_q\Pi}\,U_{\rm ext}
=-\frac{NDq^2}{Dq^2-i\omega+v_qNDq^2}\,U_{\rm ext}.
\]

The factor \(q^2\) from diffusion cancels the \(1/q^2\) of the Coulomb interaction, and the Einstein relation identifies what remains:

\[
v_qNDq^2=\frac{e^2ND}{\varepsilon}=\frac{\sigma}{\varepsilon}.
\]

Physically, a charge density \(\rho\) makes a field with \(\nabla\cdot E=\rho/\varepsilon\), which drives a current with \(\nabla\cdot j=\sigma\rho/\varepsilon\). The charge is removed at a rate independent of wavelength, whereas diffusion alone becomes slow at long wavelengths.

With \(\kappa^2=e^2N/\varepsilon\) the rate can be written \(D(q^2+\kappa^2)\). The static response is then \(\delta n=-Nq^2U_{\rm ext}/(q^2+\kappa^2)\), which shows that \(\kappa\) is the Thomas–Fermi screening wave number.

### When the shifted pole is not diffusive

The neutral pole becomes slow as \(q\to0\), so \(\omega\tau\ll1\) is then satisfied automatically. The charged pole does not become slow, and the condition must be checked. Using the long-wave \(\Pi\) with \(\omega\tau\) kept, \(1+v_q\Pi=0\) reads

\[
-i\omega(1-i\omega\tau)+\frac{\sigma}{\varepsilon}=0 .
\]

With \(\omega=-iG\) and \(\sigma/\varepsilon=\omega_p^2\tau\), where \(\omega_p^2=ne^2/(m\varepsilon)\),

\[
G(1-G\tau)=\frac{\sigma}{\varepsilon},\qquad
G_\mp=\frac{1\mp\sqrt{1-4\omega_p^2\tau^2}}{2\tau}.
\]

For \(\omega_p\tau\ll1\) the slower root is \(G_-\simeq(\sigma/\varepsilon)(1+\omega_p^2\tau^2)\), the Maxwell rate with a small correction. For \(\omega_p\tau>1/2\) the roots are complex: the density oscillates at \(\sqrt{\omega_p^2-1/(4\tau^2)}\), and its amplitude decays at the rate \(1/(2\tau)\). This is a damped plasmon.

The kinetic equation itself needs \(k_Fl\gg1\). Since \(E_F\tau/\hbar=k_Fl/2\),

\[
\omega_p\tau=\frac{\hbar\omega_p}{2E_F}\,k_Fl .
\]

For degenerate electrons both conditions can hold together only if \(\hbar\omega_p\) is much smaller than \(E_F\). The ratio scales as \(n^{-1/6}m^{1/2}\varepsilon_b^{-1/2}\), and ordinary degenerate conductors do not make it small. In a parabolic band it is about 1.5 for copper, 0.5 for GaAs at \(n=10^{25}\ \mathrm{m^{-3}}\) (\(m=0.067\,m_e\), \(\varepsilon_b=12.9\)) and 0.3 for InSb at \(10^{24}\ \mathrm{m^{-3}}\) (\(m=0.014\,m_e\), \(\varepsilon_b=16.8\)), so at \(k_Fl=10\) all three give a plasmon. Nondegenerate carriers behave differently. The kinetic description then needs \(k_BT\tau/\hbar\gg1\), which does not involve \(n\), and a low density makes \(\omega_p\tau\) small. For n-type silicon at 300 K with \(m=0.26\,m_e\), \(\varepsilon_b=11.7\), mobility \(0.14\ \mathrm{m^2/Vs}\) and \(n=10^{21}\ \mathrm{m^{-3}}\), \(\omega_p^2\tau^2\approx0.045\), and Maxwell relaxation applies.

## What each derivation assumes

The first derivation assumes conservation, local equilibrium and a current that follows the local gradients without delay. It does not ask how the electrons scatter, and it holds for degenerate and classical electrons alike. In return, \(D\) is an unknown coefficient, and the derivation cannot tell at what \(q\) or \(\omega\) it fails.

The second derivation assumes a particular model: a parabolic band, isotropic elastic scattering, low temperature and \(k_Fl\gg1\). It leaves out quantum interference between scattering paths, and exchange and correlation. It yields \(D=v^2\tau/3\), shows that the corrections are governed by \(ql\) and \(\omega\tau\), and finds the plasmon that the first derivation misses.

They also differ at finite temperature. With purely elastic scattering, electrons of different energy do not mix. Each energy then responds with its own \(D(E)\), and

\[
\Pi=\int dE\left(-\frac{\partial f_0}{\partial E}\right)g(E)\,\frac{D(E)q^2}{D(E)q^2-i\omega},
\]

where \(g(E)\) is the density of states. This is not a single pole unless \(D(E)\) is nearly constant over the thermal width. The first derivation obtains a single pole because it holds the temperature fixed, which presumes that the electrons exchange energy with a bath, such as the lattice, faster than density diffuses. Exchange among the electrons alone is not enough: their energy is then conserved and diffuses as a second mode coupled to the density. In the degenerate limit the difference disappears.

## A worked case

Take round model parameters: \(n=10^{25}\ \mathrm{m^{-3}}\), \(m=0.1\,m_e\), \(\tau=10^{-14}\ \mathrm{s}\), and a frequency-independent \(\varepsilon_b=1000\), chosen large to make \(\omega_p\tau\) small. Then \(v=7.716\times10^5\ \mathrm{m/s}\), \(l=v\tau=7.716\times10^{-9}\ \mathrm m\) and \(k_Fl=5.1\). This last value is only moderately large, so the comparisons below measure the diffusive formulas against the kinetic equation, not against a real conductor.

The diffusion constant is

\[
D=\frac{(7.716\times10^5)^2\times10^{-14}}{3}\ \mathrm{m^2/s}=1.985\times10^{-3}\ \mathrm{m^2/s}.
\]

With \(N=5.532\times10^{44}\ \mathrm{J^{-1}m^{-3}}\), the Einstein relation gives \(\sigma=e^2ND=2.818\times10^4\ \mathrm{S/m}\), the same as \(ne^2\tau/m\).

At \(q=10^7\ \mathrm{m^{-1}}\), \(ql=0.077\), and the two contributions to the decay rate are

\[
Dq^2=1.985\times10^{11}\ \mathrm{s^{-1}},\qquad
\frac{\sigma}{\varepsilon}=3.183\times10^{12}\ \mathrm{s^{-1}}.
\]

Their sum is \(3.381\times10^{12}\ \mathrm{s^{-1}}\), about 17 times the neutral rate.

For a drive at \(\omega=10^{11}\ \mathrm{rad/s}\), the neutral response is

\[
\frac{\Pi}{N}=\frac{1.985}{1.985-i}=0.798+0.402i .
\]

The kinetic equation gives \(0.797+0.403i\). With the Coulomb field, the response to the external potential, \(-\delta n/(NU_{\rm ext})\), falls to \(0.059+0.0017i\). It is small because of screening, and nearly real because the drive is slow compared with the charged decay rate.

The charged decay rate from the kinetic equation is \(3.498\times10^{12}\ \mathrm{s^{-1}}\), which is 3.4% above the diffusive sum. Here \(\omega_p^2\tau^2=0.0318\), and the long-wave root gives \(G_-/(\sigma/\varepsilon)=1.034\). The delay of the current behind the field thus accounts for an excess of this size.

Let an isotropic density wave now decay freely for one Maxwell time, \(\varepsilon/\sigma=3.142\times10^{-13}\ \mathrm s\). The kinetic equation leaves 0.941 of the neutral wave and 0.346 of the charged one. The diffusive estimate for the charged wave, \(e^{-3.381\times0.3142}=0.346\), agrees although its rate is 3.3% below the kinetic one. The reason is the start. The long-wave equation for \(G\) belongs to

\[
\tau\,\delta\ddot n+\delta\dot n+\frac{\sigma}{\varepsilon}\,\delta n=0 ,
\]

and an isotropic distribution carries no current, so \(\delta\dot n(0)=0\). The solution is

\[
\frac{\delta n(t)}{\delta n(0)}=\frac{G_+e^{-G_-t}-G_-e^{-G_+t}}{G_+-G_-}.
\]

The slow exponential has the prefactor \(G_+/(G_+-G_-)=1.035\), while the fast one has died out. Applied to the computed rate, this gives \(1.035\,e^{-3.498\times0.3142}=0.345\). This prefactor belongs to \(q\to0\); at the actual \(q\) the kinetic equation gives 1.0375, and the product becomes 0.346. The slow start and the faster later decay cancel only near one Maxwell time: after three Maxwell times the kinetic amplitude is 7% below the diffusive estimate.

Finally, set \(\varepsilon_b=1\) and keep everything else. Then \(\omega_p\tau=5.6\), and \(\sigma/\varepsilon_0=3.183\times10^{15}\ \mathrm{s^{-1}}\) exceeds the scattering rate \(1/\tau=10^{14}\ \mathrm{s^{-1}}\), so it cannot describe a diffusive decay. The kinetic equation instead gives an oscillation at \(5.62\times10^{14}\ \mathrm{rad/s}\) with amplitude decay rate \(5.0\times10^{13}\ \mathrm{s^{-1}}=1/(2\tau)\). In this model the conductivity is unchanged and the Einstein relation still holds, but the density mode is a plasmon. Its energy \(\hbar\omega\) is about \(2.2E_F\), however, while the semiclassical kinetic equation needs \(\hbar\omega\ll E_F\). The decay rate in particular is therefore a property of the model, not a prediction for a real conductor. The numerical output below lists the values used here.

## Calculated quantities

```
Electron density n: 1e+25 m^-3
Mass ratio m/m_e: 0.1
Mean free time tau: 1e-14 s
Background eps_b: 1000
Wave number q: 1e+07 m^-1
Drive frequency omega: 1e+11 rad/s
Fermi wave number: 6.665e+08 m^-1
Fermi speed: 7.716e+05 m/s
Fermi energy: 0.1693 eV
Mean free path l: 7.716e-09 m
k_F l: 5.143
q l: 0.07716
omega tau: 0.001
Diffusion constant D: 0.001985 m^2/s
Density of states N: 5.532e+44 J^-1 m^-3
Density of states N: 8.862e+25 eV^-1 m^-3
sigma = e^2 N D: 2.818e+04 S/m
sigma from momentum balance: 2.818e+04 S/m
Neutral rate D q^2: 1.985e+11 s^-1
Neutral rate, kinetic: 1.985e+11 s^-1
Maxwell rate sigma/eps: 3.183e+12 s^-1
Maxwell time: 3.142e-13 s
Charged rate D q^2 + sigma/eps: 3.381e+12 s^-1
Charged rate, kinetic: 3.498e+12 s^-1
Kinetic/diffusive charged rate: 1.034
Screening wave number kappa: 4.005e+07 m^-1
omega_p tau: 0.1784
(omega_p tau)^2: 0.03183
Pi/N neutral, diffusive: 0.7975+0.4019j
Pi/N neutral, kinetic: 0.7972+0.4026j
Response/N charged, diffusive: 0.05865+0.001735j
Response/N charged, kinetic: 0.05865+0.001737j
Neutral density left after Maxwell time: 0.9414
Charged density left after Maxwell time: 0.3457
Diffusive estimate, neutral: 0.9395
Diffusive estimate, charged: 0.3456
eps_b = 1: omega_p tau: 5.641
eps_b = 1: sigma/eps0: 3.183e+15 s^-1
eps_b = 1: mode frequency: 5.62e+14 rad/s
eps_b = 1: amplitude decay rate: 5e+13 s^-1
```
